\section*{Cation d Repulsion of the Zone-Centre Valence Level: Zinc Blende and Rocksalt}

\section{The decision that depends on the symmetry}

A band-offset calculation for a gate stack must decide whether the cation $d$ shell belongs among the active electrons or may be frozen into the core, and at which wave vector the valence edge is read. Both choices depend in part on whether the $d$ states can mix with the anion $p$ level. In zinc blende they mix at the zone centre $\Gamma$. A filled $d$ shell below the $p$ level then pushes it up. Dropping the $d$ orbitals removes the push from the computed valence edge; freezing the shell while the valence states are kept orthogonal to it retains only part of the push. In rocksalt the same shell cannot mix with the $p$ level at $\Gamma$, but it can elsewhere in the zone. A test made at $\Gamma$ alone would therefore suggest, wrongly, that the $d$ shell has no effect on the valence band.

With the round parameters used below, the push at $\Gamma$ is 0.66~eV in zinc blende and zero in rocksalt, while at the rocksalt point $L$ it is 1.00~eV. These are contributions to the position of a valence level. An offset also contains the difference in the bare $p$ levels and the interface dipole.

The treatment is a one-electron picture without spin-orbit coupling. The selection rule concerns mixing of orbitals: the charge of a $d$ shell still acts on the $p$ level through the electrostatic potential, in either structure.

\section{Why rocksalt forbids the mixing}

Let the anions sit at the fcc lattice vectors $\mathbf R$ and the cations at $\mathbf R+\boldsymbol\tau$, with cubic lattice constant $a$. The Bloch sums at $\Gamma$ are, up to normalization,
\begin{equation}
P_i(\mathbf r)=\sum_{\mathbf R}p_i(\mathbf r-\mathbf R),\qquad
D_\alpha(\mathbf r)=\sum_{\mathbf R}d_\alpha(\mathbf r-\mathbf R-\boldsymbol\tau).
\end{equation}
Apply the inversion $I:\mathbf r\to-\mathbf r$ about an anion. Since $p$ orbitals are odd and $d$ orbitals even,
\begin{align}
IP_i&=\sum_{\mathbf R}p_i(-\mathbf r-\mathbf R)=-\sum_{\mathbf R}p_i(\mathbf r+\mathbf R)=-P_i,\\
ID_\alpha&=\sum_{\mathbf R}d_\alpha(-\mathbf r-\mathbf R-\boldsymbol\tau)=\sum_{\mathbf R}d_\alpha(\mathbf r+\mathbf R+\boldsymbol\tau).
\end{align}
The last sum has its orbitals at $-\mathbf R-\boldsymbol\tau$. In rocksalt $\boldsymbol\tau=(a/2)(1,0,0)$, so $2\boldsymbol\tau$ is a lattice vector, these positions are again the cation sites, and $ID_\alpha=D_\alpha$. The Hamiltonian $H$ commutes with $I$, hence
\begin{equation}
\langle P_i|H|D_\alpha\rangle=\langle IP_i|H|ID_\alpha\rangle=-\langle P_i|H|D_\alpha\rangle=0 .
\end{equation}
The overlap vanishes by the same argument. No assumption about the range of the interaction was made. Indirect mixing through a third orbital is excluded too, because an even state cannot reach an odd one through an operator that conserves parity.

In zinc blende $\boldsymbol\tau=(a/4)(1,1,1)$. Then $2\boldsymbol\tau=(a/2)(1,1,1)$ is not an fcc lattice vector, since those have the form $(a/2)(h,k,l)$ with $h+k+l$ even. Inversion moves the cations to empty positions and is no symmetry of the crystal.

\section{Why zinc blende allows it}

Losing inversion removes a prohibition, but it does not by itself create a coupling. The two shells must also share a representation of the remaining group. The number they share is the group average of the product of their characters. For the tetrahedral group $T_d$, with classes $E$, $8C_3$, $3C_2$, $6S_4$, $6\sigma_d$, the characters are $(3,0,-1,-1,1)$ for $p$ and $(5,-1,1,-1,1)$ for $d$, so
\begin{equation}
n_{T_d}=\tfrac1{24}(15+0-3+6+6)=1 .
\end{equation}
The shared representation is the threefold $t_2$, carried by $x,y,z$ and by $yz,zx,xy$. The twofold $e$ part of the $d$ shell has no $p$ partner.

The group $O$ of proper cubic rotations also lacks inversion. Its classes $E$, $8C_3$, $3C_2$, $6C_4$, $6C_2'$ give $(3,0,-1,1,-1)$ for $p$ and $(5,-1,1,-1,1)$ for $d$, so
\begin{equation}
n_O=\tfrac1{24}(15+0-3-6-6)=0 .
\end{equation}
Lack of inversion is thus not sufficient. In zinc blende the coupling comes from the tetrahedral arrangement, in which the product $xyz$ is invariant and ties $x$ to $yz$.

\subsection{The size of the coupling}

A nearest-neighbour model gives the magnitude. Describe a $p$ orbital by a unit vector $\mathbf u$ and a $d$ orbital by a symmetric traceless tensor $Q$ with $\mathrm{Tr}\,Q^2=1$, its angular form being proportional to $\mathbf r Q\mathbf r$. For $d_{yz}$ the nonzero elements are $Q_{yz}=Q_{zy}=1/\sqrt2$. Let $\mathbf n$ be the unit vector from anion to cation.

The $d$ orbital that is axial about the bond has the tensor $\sqrt{3/2}\,(\mathbf n\mathbf n-\tfrac13\mathbf 1)$, and its weight in $Q$ is $\sqrt{3/2}\,\mathbf nQ\mathbf n$. It couples to $p$ along $\mathbf n$ with the integral $V_\sigma$. For each unit vector $\mathbf e$ perpendicular to $\mathbf n$, the $\pi$ orbital has the tensor $(\mathbf n\mathbf e+\mathbf e\mathbf n)/\sqrt2$ and weight $\sqrt2\,\mathbf eQ\mathbf n$; it couples to $p$ along $\mathbf e$ with $V_\pi$. Summing over two such directions,
\begin{equation}
\sum_{\mathbf e}(\mathbf u\cdot\mathbf e)(\mathbf eQ\mathbf n)=\mathbf uQ\mathbf n-(\mathbf u\cdot\mathbf n)(\mathbf nQ\mathbf n),
\end{equation}
so one bond contributes
\begin{equation}
M(\mathbf n)=\sqrt{\tfrac32}\,V_\sigma(\mathbf u\cdot\mathbf n)(\mathbf nQ\mathbf n)
+\sqrt2\,V_\pi\left[\mathbf uQ\mathbf n-(\mathbf u\cdot\mathbf n)(\mathbf nQ\mathbf n)\right].
\label{bond}
\end{equation}
Every term is odd in $\mathbf n$. The six rocksalt bonds form pairs $\pm\mathbf n$ and cancel at $\Gamma$, as parity requires.

The four zinc blende bonds are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. They add to zero, which removes the term $\mathbf uQ\mathbf n$. In $\sum n_in_jn_k$, two equal indices give $n_i^2=1/3$ times a single component, which also sums to zero. With three different indices each bond gives $+1/(3\sqrt3)$, and the sum is $4/(3\sqrt3)$. Diagonal tensors, which are the $e$ orbitals, therefore drop out. For $p_x$ and $d_{yz}$ the elements $Q_{yz}$ and $Q_{zy}$ both contribute:
\begin{equation}
\sum_{\mathbf n}(\mathbf u\cdot\mathbf n)(\mathbf nQ\mathbf n)=\frac{4}{3\sqrt3}\cdot\frac{2}{\sqrt2}=\frac{4\sqrt2}{3\sqrt3}.
\end{equation}
Multiplying by the prefactor $\sqrt{3/2}\,V_\sigma-\sqrt2\,V_\pi$ gives
\begin{equation}
W=\frac43\left(V_\sigma-\frac{2V_\pi}{\sqrt3}\right).
\label{W}
\end{equation}
The pairs $y$--$zx$ and $z$--$xy$ have the same coupling. When $V_\sigma$ and $V_\pi$ have opposite signs, as here, the two terms reinforce each other.

\section{How large the push is}

Put the bare $p$ level at zero and the filled $d$ level at $-\Delta$, in an orthonormal basis. Each $p$--$t_2$ pair obeys
\begin{equation}
\det\begin{pmatrix}-E&W\\W&-\Delta-E\end{pmatrix}=E^2+\Delta E-W^2=0 .
\end{equation}
The upper root is the push,
\begin{equation}
\delta=\sqrt{\frac{\Delta^2}{4}+W^2}-\frac\Delta2 ,
\label{push}
\end{equation}
and the lower root is $-\Delta-\delta$. For $|W|\ll\Delta$ the push tends to $W^2/\Delta$; for $\Delta\to0$ it tends to $|W|$. If the $d$ shell is empty and lies at $+\Delta$, the equation becomes $E^2-\Delta E-W^2=0$, whose lower root is $-\delta$: the $p$ level is pushed down.

The second row of the eigenvalue equation gives $c_d=Wc_p/(\Delta+\delta)$. With $W^2=\delta(\Delta+\delta)$, the $d$ weight of the upper level is
\begin{equation}
w=\frac{W^2}{W^2+(\Delta+\delta)^2}=\frac{\delta}{\Delta+2\delta}.
\end{equation}
Differentiating Eq.~\eqref{push} at fixed $W$, and using $\sqrt{\Delta^2/4+W^2}=\Delta/2+\delta$,
\begin{equation}
\frac{d\delta}{d\Delta}=\frac{\Delta}{2(\Delta+2\delta)}-\frac12=-\frac{\delta}{\Delta+2\delta}=-w .
\label{sens}
\end{equation}
A small error in the bare $d$ energy thus enters the valence level multiplied by the $d$ weight.

For the example take a bond length of 0.20~nm, $V_\sigma=-1.0$~eV, $V_\pi=0.5$~eV and $\Delta=6$~eV. Then
\begin{align}
W&=\tfrac43(-1.0-0.577)=-2.10\ \text{eV},\\
\delta&=\sqrt{9+4.42}-3=0.66\ \text{eV},\\
w&=0.664/(6+1.328)=9.1\,\%.
\end{align}
The estimate $W^2/\Delta=0.74$~eV is 11\,\% above the two-level result. An empty shell 6~eV above the $p$ level would give $-0.66$~eV.

\section{Rocksalt away from the zone centre}

Parity can be assigned at any $\mathbf k$ for which $2\mathbf k$ is a reciprocal lattice vector. Give each orbital the phase $e^{i\mathbf k\cdot\mathbf s}$ of its site $\mathbf s$. Inversion moves the orbital at $\mathbf s$ to $-\mathbf s$, so the coefficient found at site $\mathbf s$ becomes $e^{-i\mathbf k\cdot\mathbf s}=e^{i\mathbf k\cdot\mathbf s}e^{-2i\mathbf k\cdot\mathbf s}$. On anion sites the extra factor is 1; on cation sites it is $e^{-2i\mathbf k\cdot\boldsymbol\tau}$. At $X=(2\pi/a)(1,0,0)$ we have $2\mathbf k\cdot\boldsymbol\tau=2\pi$, the $d$ sum stays even, and mixing is still forbidden. At $L=(\pi/a)(1,1,1)$ the product is $\pi$, the $d$ sum becomes odd like the $p$ sum, and mixing is allowed.

The bond model gives its size. At a fraction $f$ of the way from $\Gamma$ to $L$, the bonds $\pm\mathbf n$ carry phases $e^{\pm i\pi f/2}$. Because $M$ is odd, each pair gives $2i\sin(\pi f/2)M(\mathbf n)$. At $L$ the sum over the three axes is
\begin{equation}
2i\left[\sqrt{\tfrac32}\,V_\sigma\sum_iu_iQ_{ii}+\sqrt2\,V_\pi\sum_{i<j}(u_i+u_j)Q_{ij}\right].
\end{equation}
The five $d$ orbitals are degenerate in this model, so a given $p$ state couples to one combination of them, with a squared strength equal to the sum of squares over orthonormal $Q$. The threefold axis along $\mathbf k$ separates $p$ along $\mathbf k$ (a singlet) from $p$ across it (a doublet).

For the doublet take $\mathbf u=(1,-1,0)/\sqrt2$. Its components add to zero, so the diagonal tensors contribute $\sum_iu_i^2=1$. The off-diagonal ones, with $Q_{ij}=1/\sqrt2$, contribute $\tfrac12\sum_{i<j}(u_i+u_j)^2=\tfrac12$. For the singlet, $\mathbf u=(1,1,1)/\sqrt3$, the diagonal part vanishes because $Q$ is traceless, and the off-diagonal part is $\tfrac12\cdot3\cdot\tfrac43=2$. Therefore
\begin{align}
W_{\text{doublet}}^2&=4\left(\tfrac32V_\sigma^2+2V_\pi^2\cdot\tfrac12\right)=6V_\sigma^2+4V_\pi^2,\\
W_{\text{singlet}}^2&=4\cdot2V_\pi^2\cdot2=16V_\pi^2 .
\end{align}
With the same bond length and integrals as before, held fixed to isolate the symmetry, the couplings are 2.65 and 2.00~eV. Equation~\eqref{push} gives $\sqrt{9+7}-3=1.00$~eV for the doublet and $\sqrt{9+4}-3=0.61$~eV for the singlet. Along the line the doublet coupling is $2.65\sin(\pi f/2)$~eV, so the push starts quadratically in $k$ and reaches 0.17, 0.54 and 0.87~eV at $f=0.25$, 0.50 and 0.75.

The selection rules were also tested without the nearest-neighbour assumption, in a model crystal with the same bond length. Its orbitals are Gaussians with exponents of 180~nm$^{-2}$ ($p$) and 300~nm$^{-2}$ ($d$), expanded in plane waves. The potential has Fourier components $-(14+10e^{-i\mathbf G\cdot\boldsymbol\tau})e^{-G^2/400}$~eV, with $G$ in nm$^{-1}$, and all overlaps are kept. The $d$ functions lie about 50~eV above $p$ in this model, much farther than in a real oxide, so mixing lowers the $p$ levels. The mean lowering is 0.53~eV at $\Gamma$ in zinc blende, zero within rounding at $\Gamma$ and $X$ in rocksalt, and 0.88~eV at $L$. The sizes belong to this model potential and should not be compared between the structures: the same Fourier components in cells of different volume give atomic wells of different strength. The pattern of zeros is what symmetry demands.

\section{When the prohibition fails, and the fluorite case}

A polar displacement of the cations against the anions destroys inversion in rocksalt. Let the cations move by $u$ along $x$, with bond length $b$ and bond integrals varying as (length)$^{-7/2}$. Consider $p_x$ and the $d$ orbital axial about $x$, with $Q_{xx}=2/\sqrt6$ and $Q_{yy}=Q_{zz}=-1/\sqrt6$. The two bonds along $x$ change length oppositely and leave $-7V_\sigma u/b$. The four transverse bonds acquire $n_x\simeq u/b$, and Eq.~\eqref{bond} gives for them
\begin{equation}
\frac ub\left[-2\sqrt{\tfrac32}\,V_\sigma+6\sqrt2\,V_\pi\right]Q_{xx}=\frac ub\left(-2V_\sigma+4\sqrt3\,V_\pi\right).
\end{equation}
The total is $W_u=(u/b)(-9V_\sigma+4\sqrt3\,V_\pi)$. For $u=0.010$~nm it is $0.05\times12.5=0.62$~eV, and $W_u^2/\Delta=0.065$~eV. Diagonalization of the displaced model gives 0.064~eV, and 0.016~eV for half the displacement. The push is quadratic in $u$ at leading order, so a modest distortion restores a small part of what zinc blende has by structure.

Cubic fluorite, the idealized high-temperature structure of hafnium and zirconium dioxide, combines both behaviours. Its cation is an inversion centre, but each of the two anions per cell sits in a tetrahedron of cations. The two tetrahedra are reversed, so the $p$--$d$ blocks are $B$ and $-B$. For the combinations $(p_A\pm p_B)/\sqrt2$ the coupling is
\begin{equation}
\frac{B\pm(-B)}{\sqrt2}=0\quad\text{or}\quad\sqrt2\,B .
\end{equation}
Inversion about the cation exchanges the anions and reverses the $p$ lobes. The in-phase combination is therefore odd and does not couple, while the out-of-phase one is even and couples with $\sqrt2\,W$. With the example's integrals and an empty $d$ shell 6~eV above, the even level falls by $\sqrt{9+8.85}-3=1.22$~eV and the odd level stays. In this model the empty $d$ shell splits the zone-centre $p$ levels but leaves the upper set in place.

\section{Reading the numbers for real materials}

The parameters lie in the rough regime of zinc oxide, with a bond near 0.2~nm and a filled $3d$ shell several eV below the oxygen $2p$ levels. The bond integrals are round choices, not fitted values. Zinc oxide is normally wurtzite, which is also tetrahedrally coordinated and lacks inversion; its rocksalt form is stable under pressure and has longer bonds, a change left out here. With the (length)$^{-7/2}$ law used above, bonds 8\,\% longer would reduce the push at $L$ from 1.00 to about 0.6~eV. The example therefore does not show that the push at $L$ in a real rocksalt oxide exceeds the one at $\Gamma$ in its tetrahedral form. Real interfaces break the assumption of a perfect periodic crystal: electric fields and strain gradients can displace the sublattices, with the 0.064~eV above as the scale for 0.010~nm along a cubic axis in rocksalt. That displacement is large for a static field: in a stiff oxide such as magnesium oxide it would take roughly 3~V/nm, which is beyond breakdown. Rocksalt oxides with a filled $d$ shell, such as cadmium oxide, are softer and would need a smaller but still large field, of order 1~V/nm. A uniform strain does not by itself remove the inversion centres of rocksalt. For comparison, the thermal energy at 300~K is 0.026~eV.

Some other neglected terms are larger. Cation $p$ states placed 15~eV above the anion level, with bond integrals of 3.0 ($\sigma$) and $-0.8$~eV ($\pi$), lower the $\Gamma$ level by 0.23~eV in zinc blende and 0.51~eV in rocksalt. The two structures therefore differ at $\Gamma$ even without $d$ states. The $d$ push itself barely changes, from 0.66 to 0.68~eV in zinc blende, and it remains zero in rocksalt. Bond overlaps of 0.05 ($\sigma$) and $-0.025$ ($\pi$) raise the zinc blende push to 0.71~eV when the bond integrals are referred to an energy zero at the bare $p$ level. With overlap the result depends on that choice: the same integrals referred to a zero midway between the levels give 0.9~eV. Overlap also decides what freezing removes. With the summed overlap $S=0.105$, a $p$ state made orthogonal to a frozen $d$ shell lies at $(-2SW-S^2\Delta)/(1-S^2)=0.38$~eV, so about half of the 0.71~eV survives; at $L$ in rocksalt 0.61 of 1.10~eV survives.

Anion--anion hopping of 0.50 ($\sigma$) and $-0.05$~eV ($\pi$) raises $\Gamma$ relative to $L$ by 0.50~eV in rocksalt. Taken alone, this opposes the 1.00~eV push at $L$. The shift equals $2\sigma+10\pi$, so it vanishes for $\pi=-0.10$~eV and reverses for a more negative $\pi$. The cation $p$ states act the other way: they lower the level by 0.51~eV at $\Gamma$ but not at $L$, where parity forbids that mixing, and so nearly cancel the effect of the hopping. With all these terms together the model puts $L$ 0.94~eV above $\Gamma$, against 0.06~eV without the $d$ shell. Without $d$ states, however, its maximum already lies 0.33~eV above $\Gamma$ along the (110) direction, whereas magnesium oxide has its maximum at $\Gamma$. The $d$ shell favours a valence maximum away from $\Gamma$, but these round parameters cannot say where the maximum lies in a real oxide.

\section{What to do in an offset calculation}

For a tetrahedral semiconductor or oxide with a filled $d$ shell within several eV of the anion $p$ level, keep that shell active and check its energy. Changing $\Delta$ from 5 to 7~eV at fixed $W$ lowers the push from 0.77 to 0.58~eV. This is 0.09~eV per eV of error in the $d$ position, as Eq.~\eqref{sens} predicts. A method that places the filled shell too close to the $p$ level exaggerates the push, and the error passes directly into the offset unless the material on the other side has a similar one.

For a rocksalt layer, an unchanged $\Gamma$ level does not justify freezing the $d$ shell. Compare the valence band with and without active $d$ states along $\Gamma$--$L$ as well, and take the valence edge from a search over the zone. If the cell is strained or relaxed next to an interface, examine whether inversion survives before using the selection rule.

When two materials are compared, keep the $d$ push separate from the shift of the bare $p$ level and from the interface dipole. The 0.66~eV difference at $\Gamma$ found here holds the bare $p$ level, the bond length and the bond integrals equal in both structures. It measures what the symmetry contributes under those conditions.

\section*{Table of computed values}
\begin{verbatim}
Shared p-d representations (count)
  Td: t2 1, e 0; Oh: 0; O: 0
Plane-wave model crystal, mean lowering of p by d above it
  zinc blende, Gamma: 0.530 eV
  shift on raising cutoff: 4.2e-08 eV
  rocksalt, Gamma: 5.6e-15 eV
  rocksalt, X: 8.9e-16 eV
  rocksalt, L: 0.883 eV
Worked example, inputs
  bond length: 0.20 nm
  V_sigma: -1.00 eV
  V_pi: 0.50 eV
  gap, p minus d: 6.00 eV
Worked example, results
  zinc blende coupling W: -2.103 eV
  zinc blende push at Gamma: 0.664 eV
  estimate W^2/gap: 0.737 eV
  d weight of p level: 9.1 %
  p shift, empty d above by the same gap: -0.664 eV
  rocksalt push at Gamma: 0.0e+00 eV
  rocksalt push at 0.25 of Gamma-L: 0.166 eV
  rocksalt push at 0.50 of Gamma-L: 0.536 eV
  rocksalt push at 0.75 of Gamma-L: 0.870 eV
  rocksalt push at 1.00 of Gamma-L: 1.000 eV
  rocksalt L doublet coupling: 2.646 eV
  rocksalt L singlet coupling: 2.000 eV
  rocksalt L singlet push: 0.606 eV
  rocksalt push at X: 1.0e-32 eV
  push ratio on doubling small k: 3.994
  fluorite even p level, empty d: -1.224 eV
  fluorite odd p level: 1.7e-17 eV
Neglected effects
  zinc blende push, gap 5 eV: 0.767 eV
  zinc blende push, gap 7 eV: 0.583 eV
  cation p: 15 eV above, sigma 3.0 eV, pi -0.8 eV
  p shift by cation p, zinc blende: -0.229 eV
  p shift by cation p, rocksalt: -0.506 eV
  d push with cation p kept, zinc blende: 0.675 eV
  anion-anion: sigma 0.50 eV, pi -0.05 eV
  anion-anion Gamma minus L, rocksalt: 0.500 eV
  bond overlaps: sigma 0.050, pi -0.025
  zinc blende push with overlap: 0.707 eV
  rocksalt push, cations moved 0.005 nm: 0.0162 eV
  rocksalt push, cations moved 0.010 nm: 0.0642 eV
  thermal energy at 300 K: 0.0259 eV
\end{verbatim}
